# Interband tunnelling exponent in a uniform field and its gap scaling

## The decision: how to rescale the tunnelling field

A device calculation may contain an interband tunnelling factor \(P=e^{-B/F}\), where \(F\) is the electric field and \(B\) a characteristic field of the material. If \(B\) is known at one band gap \(G_1\) and needed at another gap \(G_2\), a scaling law has to be chosen. For the two-band model below there are two:

\[
\frac{B_2}{B_1}=\left(\frac{G_2}{G_1}\right)^{3/2}\ \text{(fixed reduced mass)},\qquad
\frac{B_2}{B_1}=\left(\frac{G_2}{G_1}\right)^{2}\ \text{(fixed interband coupling)}.
\]

If the input file holds effective masses that stay unchanged when the gap changes, the first law applies. If a change of gap leaves the band-edge wavefunctions, and therefore their coupling, unchanged, the masses must change with the gap and the second law applies. The power is exactly 2 only when these two bands supply the whole reduced mass; other bands move it by up to about 0.1 in the example below. Using the \(3/2\) power together with masses that have already been updated is also correct, because the updated mass supplies the missing half power. Using the square law with updated masses counts that change twice.

A second decision concerns \(F\). The derivation assumes one field along the whole tunnelling path. In a junction the peak field and the mean field on the path give different answers, and the example shows by how much.

## Model and band-edge masses

The crystal has a direct gap \(G\). Energies are measured from midgap, \(k\) is the wavevector along the field, and \(\Delta=G/2\). The Hamiltonian in the basis of the conduction and valence edge states is

\[
H(k)=Ck^2\,\mathbf 1+\Delta\,\sigma_z+wk\,\sigma_x .
\]

Here \(w>0\) is the interband coupling (energy times length), and \(C\) is a curvature common to both bands, which allows unequal masses. The transverse wavevector is zero until stated otherwise.

Since \((\Delta\sigma_z+wk\sigma_x)^2=(\Delta^2+w^2k^2)\mathbf 1\), the bands are

\[
E_\pm(k)=Ck^2\pm\sqrt{\Delta^2+w^2k^2}.
\]

For small \(k\) the root is \(\Delta+w^2k^2/(2\Delta)=G/2+w^2k^2/G\). Both edge masses are counted positive, so the conduction edge rises as \(\hbar^2k^2/2m_c\) and the valence edge falls as \(\hbar^2k^2/2m_v\). Comparison gives

\[
\frac{\hbar^2}{2m_c}=\frac{w^2}{G}+C,\qquad
\frac{\hbar^2}{2m_v}=\frac{w^2}{G}-C .
\]

With \(1/m_r=1/m_c+1/m_v\), the sum and the difference are

\[
\frac{\hbar^2}{2m_r}=\frac{2w^2}{G}\ \Rightarrow\ w^2=\frac{\hbar^2G}{4m_r},
\qquad
C=\frac{\hbar^2}{4}\left(\frac1{m_c}-\frac1{m_v}\right).
\]

The first relation is the source of the two scaling laws: in this model \(m_r\) and \(w\) cannot both stay fixed when \(G\) changes.

## Imaginary dispersion

Near the band edges, no real \(k\) has an energy inside the gap. (For \(C\ne0\) the common curvature brings one band back to the gap at \(|k|=\sqrt{w^2-G|C|}/|C|\), about 8 nm\(^{-1}\) in the example below. This lies outside the range of a model expanded about the edges, and that root is discarded.) Setting \(k=i\kappa\), with \(\kappa>0\) for a decaying wave, replaces \(k^2\) by \(-\kappa^2\):

\[
E_\pm(i\kappa)=-C\kappa^2\pm\sqrt{\Delta^2-w^2\kappa^2},
\qquad 0\le\kappa\le\kappa_0=\frac{\Delta}{w}=\frac{G}{2w}.
\]

The two signs meet at \(\kappa_0\), where the root vanishes and the energy is \(-C\kappa_0^2\). Together they form one curve from the valence edge to the conduction edge.

To use \(\kappa\) as a function of \(E\), each energy in the gap must occur once on this curve. Differentiation gives

\[
\frac{dE_-}{d\kappa}=\kappa\left[\frac{w^2}{\sqrt{\Delta^2-w^2\kappa^2}}-2C\right],\qquad
\frac{dE_+}{d\kappa}=-\kappa\left[\frac{w^2}{\sqrt{\Delta^2-w^2\kappa^2}}+2C\right].
\]

The root is at most \(\Delta\), so its reciprocal is at least \(1/\Delta\). The first bracket is then at least \(2w^2/G-2C=\hbar^2/m_v\), and the second at least \(2w^2/G+2C=\hbar^2/m_c\). Both are positive. Thus \(E_-\) rises steadily to the meeting point and \(E_+\) falls steadily to it, and \(\kappa(E)\) is single-valued.

## Action in a uniform field

Let \(\Phi=eF>0\) be the magnitude of the force, and let \(x\) point along the force on the electron. Midgap then lies at \(-\Phi x\). An electron of total energy zero has the energy \(E=\Phi x\) above local midgap. It leaves the valence band at \(E=-G/2\) and enters the conduction band at \(E=+G/2\), so the path length is \(G/\Phi\).

To leading semiclassical order the amplitude falls by \(\exp(-\int\kappa\,dx)\). The probability is its square, which supplies a factor 2. With \(dx=dE/\Phi\),

\[
P=e^{-S},\qquad S=2\int\kappa\,dx=\frac{2}{\Phi}\int_{-G/2}^{G/2}\kappa(E)\,dE .
\]

The integral is the area between the curve \(\kappa(E)\) and the energy axis. The same area can be cut into strips of width \(d\kappa\), whose length is \(E_+-E_-\):

\[
\int\kappa\,dE=\int_0^{\kappa_0}\left[E_+(i\kappa)-E_-(i\kappa)\right]d\kappa
=2\int_0^{\kappa_0}\sqrt{\Delta^2-w^2\kappa^2}\;d\kappa .
\]

The term \(-C\kappa^2\) has cancelled. It moves each strip along the energy axis without changing its length, which is why unequal masses enter through \(m_r\) alone. Substituting \(\kappa=(\Delta/w)\sin\theta\),

\[
\int\kappa\,dE=\frac{2\Delta^2}{w}\int_0^{\pi/2}\cos^2\theta\,d\theta
=\frac{\pi\Delta^2}{2w}=\frac{\pi G^2}{8w}.
\]

Multiplication by \(2/\Phi\) gives

\[
\boxed{S=\frac{\pi G^2}{4w\,eF}}
\]

Inserting \(w=\hbar\sqrt G/(2\sqrt{m_r})\) turns \(G^2/w\) into \(2\sqrt{m_r}\,G^{3/2}/\hbar\), so that

\[
\boxed{S=\frac{\pi\sqrt{m_r}\,G^{3/2}}{2\hbar eF}},\qquad
B=SF=\frac{\pi\sqrt{m_r}\,G^{3/2}}{2\hbar e}.
\]

For equal edge masses \(m\), the mass to insert is \(m_r=m/2\), not \(m\).

## Where the power 3/2 comes from

The \(3/2\) power needs less than the full two-band form. Suppose that the decay constant has the form

\[
\kappa(E)=\frac{\sqrt{m_rG}}{\hbar}\,g(u),\qquad u=\frac EG,
\]

with a shape \(g\) that does not change with the gap. Then

\[
S=\frac2\Phi\,\frac{\sqrt{m_rG}}{\hbar}\,G\int_{-1/2}^{1/2}g(u)\,du\ \propto\ \sqrt{m_r}\,G^{3/2}.
\]

One power of \(G\) comes from the path length and half a power from the decay constant. The shape fixes the coefficient.

A second case shows this. Let the two edges stay parabolic up to midgap, where they are joined. At a distance \(\varepsilon\) from an edge of mass \(m_j\), \(\kappa=\sqrt{2m_j\varepsilon}/\hbar\), and

\[
S_{\rm par}=\frac{2}{\Phi}\sum_{j=c,v}\frac{\sqrt{2m_j}}{\hbar}\int_0^{G/2}\!\sqrt\varepsilon\,d\varepsilon
=\frac{2}{\Phi}\sum_{j=c,v}\frac{\sqrt{2m_j}}{\hbar}\,\frac23\left(\frac G2\right)^{3/2}
=\frac{2(\sqrt{m_c}+\sqrt{m_v})\,G^{3/2}}{3\hbar eF}.
\]

The power is the same. For equal masses the ratio to the two-band result is \((4/3)/(\pi/2^{3/2})=1.20\). The parabolic form overestimates \(S\) because it ignores the coupling that bends the two edges into one curve and limits \(\kappa\) near midgap.

For a small change of gap at fixed field, the two laws give

\[
\delta\ln P=-\tfrac32\,S\,\frac{\delta G}{G}\ \text{(fixed }m_r),\qquad
\delta\ln P=-2S\,\frac{\delta G}{G}\ \text{(fixed }w).
\]

The choice of law therefore matters more when \(S\) is large.

## The probability beyond the semiclassical order

The semiclassical step leaves open a prefactor. For this model in an unlimited uniform field it can be found. A uniform force drives the wavevector, \(\hbar\,dk/dt=\Phi\), so \(i\hbar\,\partial_t\) becomes \(i\Phi\,\partial_k\). The term \(Ck^2\mathbf 1\) multiplies both components by the same phase and drops out of \(P\). The unitary matrix \((\sigma_x+\sigma_z)/\sqrt2\) exchanges \(\sigma_x\) and \(\sigma_z\), which leaves

\[
i\Phi a'=wk\,a+\Delta\,b,\qquad i\Phi b'=\Delta\,a-wk\,b .
\]

Write \(a=e^{-iwk^2/2\Phi}\alpha\) and \(b=e^{iwk^2/2\Phi}\beta\). The diagonal terms cancel:

\[
\alpha'=-\frac{i\Delta}{\Phi}e^{iwk^2/\Phi}\beta,\qquad
\beta'=-\frac{i\Delta}{\Phi}e^{-iwk^2/\Phi}\alpha .
\]

Differentiating the first equation and eliminating \(\beta\) gives

\[
\alpha''-\frac{2iwk}{\Phi}\alpha'+\frac{\Delta^2}{\Phi^2}\alpha=0 .
\]

Try \(\alpha=\int e^{iqk}g(q)\,dq\). Then \(\alpha''\) brings \(-q^2g\), and integration by parts turns \(k\alpha'\) into \(-\int e^{iqk}(qg)'dq\). The equation for \(g\) is

\[
(qg)'=-\frac{i\Phi}{2w}\left(q-\frac{\Delta^2}{\Phi^2q}\right)(qg)
\ \Rightarrow\ qg=q^{i\delta}e^{-i\Phi q^2/4w},\qquad
\delta=\frac{\Delta^2}{2w\Phi}.
\]

The path in \(q\) runs from \(-\infty\) to \(\infty\), passing just below \(q=0\), with its ends turned into directions where the Gaussian decays, so boundary terms vanish. Differentiating \(\alpha\) gives

\[
\alpha'(k)=i\int e^{iqk}\,q^{i\delta}\,e^{-i\Phi q^2/4w}\,dq .
\]

For large \(|k|\) the phase is stationary at \(q=2wk/\Phi\), with second derivative \(-\Phi/2w\). The modulus of the integral tends to \(\sqrt{4\pi w/\Phi}\,|q^{i\delta}|\); the point \(q=0\) contributes a part that vanishes as \(1/|k|\). For \(k\to+\infty\), \(q\) is positive and \(|q^{i\delta}|=1\). For \(k\to-\infty\), \(q=|q|e^{-i\pi}\) on a path below the origin, and \(|q^{i\delta}|=e^{\pi\delta}\). Because \(|\beta|=(\Phi/\Delta)|\alpha'|\),

\[
\frac{|\beta(+\infty)|}{|\beta(-\infty)|}=e^{-\pi\delta}.
\]

This solution starts purely in \(\beta\). For \(k\to-\infty\) the stationary point contributes to \(\alpha\) a term of order \(1/|k|\). The singularity at \(q=0\) contributes nothing that survives, since for \(k<0\) the path can be moved down, away from it.

The \(\beta\) state has energy \(-wk\), so it is the upper band at \(k\to-\infty\) and the lower band at \(k\to+\infty\). Staying in \(\beta\) means changing band. A \(2\times2\) unitary evolution has equal probabilities for its two transitions, so the passage from valence to conduction band has

\[
P=e^{-2\pi\delta}=\exp\left(-\frac{\pi\Delta^2}{w\Phi}\right)=\exp\left(-\frac{\pi G^2}{4w\,eF}\right).
\]

This is the Landau–Zener probability, and it equals the semiclassical one with prefactor one. The statement covers the probability of one passage in this model. It does not cover a short junction or other band shapes.

## Transverse wavevector

With isotropic coupling, a transverse wavevector \(k_\perp\) adds \(wk_\perp\sigma_y\). A rotation about the \(\sigma_x\) axis combines it with \(\Delta\sigma_z\) into one term of size \(\sqrt{\Delta^2+w^2k_\perp^2}\). Replacing \(\Delta^2\) in the last result gives

\[
S(k_\perp)=S+\frac{\pi w k_\perp^2}{eF}.
\]

A current requires a sum over \(k_\perp\). If the energy window does not restrict that sum,

\[
\int\frac{d^2k_\perp}{(2\pi)^2}\,e^{-\pi wk_\perp^2/eF}=\frac{1}{4\pi^2}\,\frac{\pi eF}{\pi w}=\frac{eF}{4\pi^2w}.
\]

This factor contains field and, at fixed mass, gap through \(w\propto\sqrt G\). The scaling laws for \(B\) describe the exponent, not the whole current.

## Worked example

The parameters are round values in the regime of a narrow-gap III–V tunnel diode: \(G=0.75\) eV, \(m_c=0.040\,m_0\), light-hole mass \(m_v=0.050\,m_0\) and \(F=1\) MV/cm, so \(eF=0.1\) eV/nm. With \(\hbar^2/m_0=0.0762\) eV nm\(^2\),

\[
\frac{m_r}{m_0}=\frac{0.040\times0.050}{0.090}=0.0222,\qquad
w=\sqrt{\frac{0.0762\times0.75}{4\times0.0222}}=0.802\ \text{eV nm}.
\]

The path length is \(0.75/0.1=7.5\) nm. The largest decay constant is \(0.75/(2\times0.802)=0.468\) nm\(^{-1}\), reached 21 meV below midgap because the masses differ. The exponent is

\[
S=\frac{\pi\times0.75^2}{4\times0.802\times0.1}=5.51,\qquad P=4.0\times10^{-3},\qquad B=5.51\ \text{MV/cm}.
\]

Integrating \(\kappa(E)\), found numerically from the secular determinant, gives 5.5097, equal to the formula at the printed digits. Integrating the driven two-band Schrödinger equation from \(wk=-10\) to \(+10\) eV gives 5.5102, an absolute difference of 0.0005.

The same dynamics, at the same field, tests the gap laws. At \(G=0.50\) eV with both masses fixed, \(S=2.999\), and the power is \(\ln(5.510/2.999)/\ln1.5=1.500\). With \(w\) and \(C\) fixed instead, \(S=2.449\) and the power is 2.000. The parabolic edges give \(S=6.64\) at 0.75 eV, again with power 1.500.

At \(k_\perp=0.199\) nm\(^{-1}\) the formula adds one to \(S\); the dynamics gives 6.510. Tunnelling is thus concentrated within a few tenths of an inverse nanometre of \(k_\perp=0\).

## Setting the model beside a real junction

The gap, masses and field are rough values for a heavily doped, direct-gap III–V tunnel junction. The field in such a junction is not uniform. In an abrupt junction with equal doping on both sides, the field falls linearly from its peak \(F_0\) at the centre to zero at \(|x|=W/2\). The total drop is \(V=eF_0W/2\). For \(V=1.25\) eV and the same 1 MV/cm at the peak, \(W=25\) nm. For an electron whose path is centred on the junction, the energy above midgap is \(E=eF_0(x-x|x|/W)\), and setting it to \(\pm G/2\) gives the path length

\[
L=W\left(1-\sqrt{1-G/V}\right)=25\,(1-\sqrt{0.4})=9.19\ \text{nm}.
\]

The action integral over this path is \(S=6.50\), so \(P\) is 0.37 of the uniform-field value. Electrons at energies well away from this one cross weaker fields and have a larger \(S\). For the centred path, using the mean field on the path, \(0.75/9.19\) eV/nm or 0.816 MV/cm, gives \(S=6.75\). On this path the peak field therefore makes \(S\) too small by 1.0, and the mean field makes it too large by 0.25. The sign of the second error is understood for \(C=0\): \(\kappa\) is largest at the junction centre, where \(1/F\) is smallest, so averaging \(1/F\) separately gives too large a product. Where the profile is known, \(2\int\kappa\,dx\) along it is the better input.

## Other neglected effects at these parameters

**Gap changes.** A rough narrowing of 50 meV by heavy doping raises \(P\) by a factor of 1.72 at fixed mass and of 2.03 at fixed coupling. Warming by 100 K, with a rough gap fall of 0.35 meV/K, raises it by a factor of 1.65 at fixed coupling. Here the scaling choice is visible but smaller than the effect of the field profile.

**Other bands.** Adding \((\hbar^2/2m_0)k^2\sigma_z\) for remote bands, with \(w\) readjusted to keep \(m_r\), changes \(S\) by 0.001; the change grows as the square of the term and is about 0.03 for a term five times larger. A spin-orbit split-off band matters more: placed 0.33 eV below the valence edge, with the same edge masses and a Kane energy of 18 to 25 eV, it lowers \(S\) by 0.11 to 0.14. With such terms held fixed, the gap power at fixed coupling lies between about 1.9 and 2.1 instead of at exactly 2. Replacing the light-hole mass by a rough heavy-hole mass of \(0.40\,m_0\) gives \(S=7.05\). This shows only how the formula responds to a larger \(m_r\). It is not a heavy-hole rate: the two-band coupling need not apply to that band, and for these masses the model itself fails, since its valence band is only about 8 meV deep and returns to the gap at the real wavevector 0.62 nm\(^{-1}\), close to \(\kappa_0=0.60\) nm\(^{-1}\).

**Traps.** A midgap trap divides the path into two steps with about \(S/2\) each. One such step is roughly \(e^{S/2}\approx16\) times more probable than the direct passage. Whether traps dominate the leakage depends on their density and capture rates, which the model lacks.

**Occupation and breakdown.** The 1.25 eV drop makes the two bands overlap in an energy window of \(1.25-0.75=0.50\) eV. If the Fermi levels lay at the band edges, occupation at 300 K and mid-window would reduce the net transfer by only \(1.3\times10^{-4}\) of its full value. The junction above does not meet that condition. Its peak field and width imply a doping of about 5 to \(6\times10^{18}\) cm\(^{-3}\) for a relative permittivity of 12 to 14, and the light conduction mass then puts the electron Fermi level more than 0.2 eV above the band edge. With the nonparabolic conduction band of the model, filled conduction states block nearly half of the window (more than half for a parabolic band), so a current calculation must include the occupations. A carrier that tunnels within the 0.50 eV window gains at most 0.50 eV, less than the 0.75 eV gap, so it cannot create a pair by impact ionization. Thermally supplied carriers that cross the whole drop are not covered by this argument.

The formula does not apply to an indirect gap, where the band edges lie at different wavevectors and the passage needs a phonon or a defect. The remaining values are in the numerical output.

## Calculated quantities

```
gap: 0.75 eV
conduction mass: 0.040 m0
light-hole mass: 0.050 m0
reduced mass: 0.02222 m0
field: 1.00 MV/cm
force eF: 0.100 eV/nm
hbar^2/m0: 0.07620 eV nm^2
coupling w: 0.8018 eV nm
common curvature C: 0.0952 eV nm^2
largest kappa: 0.4677 1/nm
energy at largest kappa: -20.8 meV
path length gap/eF: 7.50 nm
S, formula: 5.5097
S, integral over numerical kappa: 5.5097
S, exact dynamics: 5.5102
P = exp(-S): 4.047e-03
B in S = B/F: 5.510 MV/cm
smaller gap: 0.50 eV
S dynamics, smaller gap, fixed masses: 2.9992
S dynamics, smaller gap, fixed w and C: 2.4487
gap power, fixed masses: 1.5002
gap power, fixed coupling: 2.0002
S, parabolic edges: 6.6449
gap power, parabolic edges: 1.5000
k_perp adding 1 to S: 0.1992 1/nm
S dynamics at that k_perp: 6.5100
junction total drop: 1.25 eV
junction width: 25.00 nm
junction path length: 9.19 nm
junction S: 6.5047
junction P / uniform P: 0.370
junction mean field on path: 0.816 MV/cm
S from that mean field: 6.7502
doping gap narrowing, rough input: 50 meV
P factor from it, fixed mass: 1.719
P factor from it, fixed coupling: 2.034
gap fall with T, rough input: 0.35 meV/K
warming: 100 K
P factor from warming, fixed coupling: 1.652
S with remote-band term: 5.5107
heavy-hole mass, rough input: 0.40 m0
S with heavy-hole mass: 7.0480
midgap trap, one-step gain exp(S/2): 15.72
temperature of use: 300 K
blocked fraction at mid-window: 1.26e-04
largest tunnelled-carrier energy: 0.50 eV
```
